\section*{The Polarisation Catastrophe of Two Atoms and Thole's Damping}

\section{Result}

Two atoms are modelled as points with isotropic, linear polarisabilities $\alpha_A$ and $\alpha_B$, a distance $R$ apart. Each is polarised by an external field and by the dipole of the other. With the polarisability volumes $\alpha'=\alpha/(4\pi\varepsilon_0)$, their mutual induction becomes singular, on approach from large $R$, at
\begin{equation}
R_c^6=4\alpha'_A\alpha'_B=\frac{4\alpha_A\alpha_B}{(4\pi\varepsilon_0)^2}.
\label{rc}
\end{equation}
For H, N and P atoms $R_c$ lies between 1.1 and 2.0~\AA, and for each of the four diatomic molecules H$_2$, NH, N$_2$ and P$_2$ computed below it exceeds the Hartree--Fock bond length of that molecule. The induction energy diverges there if the fields $E_A,E_B$ along the line of centres satisfy $\sqrt{\alpha_A}E_A+\sqrt{\alpha_B}E_B\neq0$.

The singularity comes from treating the dipoles as points. If the source dipole is spread over a spherical cloud that encloses the fraction $Q(r)$ of its charge within radius $r$, the dipole field tensor becomes
\begin{equation}
\mathbf T=\frac{3\lambda_5\,\mathbf n\mathbf n-\lambda_3\mathbf 1}{r^3},\qquad
\lambda_3=Q,\qquad \lambda_5=Q-\frac{r}{3}\frac{dQ}{dr},
\label{damped}
\end{equation}
with $\mathbf n=\mathbf r/r$. Thole's model uses this tensor with a cloud width proportional to $(\alpha'_A\alpha'_B)^{1/6}$. For the two cloud shapes treated below, no singularity remains for the pair at any $R>0$ if the cloud is wide enough. These limits, like (\ref{rc}), refer to two sites. With more sites the couplings add. For point dipoles on an evenly spaced line, the critical spacing is larger than $R_c$ by 14\% for three equal sites and by 33\% for twenty. A closely spaced chain can also be unstable with a linear cloud that is wide enough for the pair.

In an energy decomposition, this matters when the induction term is represented by polarisable sites that come within distances comparable to $R_c$: the fields of the partner's permanent charges induce dipoles, and the dipoles then polarise each other.

\section{Back-of-envelope argument}

\subsection{One round trip}

A dipole $\mu$ on $A$, pointing along the line of centres, produces at $B$ the field $2\mu/(4\pi\varepsilon_0R^3)$. This induces on $B$ the dipole $2\alpha_B\mu/(4\pi\varepsilon_0R^3)$, whose field in turn induces on $A$
\begin{equation}
\mu_{\rm back}=\frac{2\alpha_A}{4\pi\varepsilon_0R^3}\,
\frac{2\alpha_B}{4\pi\varepsilon_0R^3}\,\mu
=\frac{4\alpha'_A\alpha'_B}{R^6}\,\mu .
\end{equation}
The factor multiplying $\mu$ is the gain of one round trip. Repeated trips give a geometric series, which converges when the gain is below one. The gain reaches one at (\ref{rc}). It is convenient to define
\begin{equation}
g=\frac{2\sqrt{\alpha'_A\alpha'_B}}{R^3}=\left(\frac{R_c}{R}\right)^3,
\label{g}
\end{equation}
so that the round-trip gain is $g^2$.

\subsection{How large is the distance?}

A conducting sphere of radius $a_s$ gives a length scale. In a uniform field $E$ along $z$, the potential outside it is
\begin{equation}
V=-Er\cos\theta+\frac{\mu\cos\theta}{4\pi\varepsilon_0r^2}.
\end{equation}
It must vanish on the surface $r=a_s$, so $\mu=4\pi\varepsilon_0a_s^3E$ and $\alpha'=a_s^3$. The polarisability volume is the cube of a radius. If two atoms are assigned radii $r_i=(\alpha'_i)^{1/3}$ in this way, then
\begin{equation}
R_c=2^{1/3}\sqrt{r_Ar_B}<2\sqrt{r_Ar_B}\le r_A+r_B .
\label{overlap}
\end{equation}
The last step is $(\sqrt{r_A}-\sqrt{r_B})^2\ge0$. The spheres therefore overlap before the singularity is reached, and there the field of a point dipole is no longer a justified description.

For numbers, the polarisabilities of three atoms with spherical ground states were computed by unrestricted Hartree--Fock theory in the aug-cc-pVTZ basis, from the dipole induced by a weak field. For nitrogen, $\alpha=1.173\times10^{-40}$~C\,m$^2$/V, or $\alpha'=1.054$~\AA$^3$. For hydrogen and phosphorus $\alpha'$ is 0.663 and 3.761~\AA$^3$. The last digits depend on the basis: larger, more diffuse sets give 0.667, 1.064 and 3.770~\AA$^3$ for H, N and P, which changes $R_c$ by less than 0.005~\AA. Two nitrogen atoms then have
\begin{equation}
R_c=(2\alpha')^{1/3}=(2\times1.054)^{1/3}\ \text{\AA}=1.28\ \text{\AA},
\end{equation}
while the sphere radii, 1.02~\AA{} each, add up to 2.04~\AA. The estimate is insensitive to errors in the input: if both polarisabilities are raised by 10\%, $R_c$ grows by the factor $1.1^{1/3}$, about 3\%.

The Hartree--Fock bond length of N$_2$ in the cc-pVDZ basis is 1.08~\AA, which is shorter than $R_c$. Interacting point dipoles with the free-atom polarisabilities thus fail for this molecule; the pair would be stable at the bond length only for a site value below $R^3/2=0.62$~\AA$^3$. At a round non-bonded distance of 3~\AA{} the gain for two nitrogen atoms is only 0.006.

\section{Controlled derivation for point dipoles}

\subsection{Energy and normal modes}

Let $\mathbf E_i$ be the field at atom $i$ from all sources other than the two induced dipoles. Creating a dipole on a linear polarisable atom costs $\mu_i^2/(2\alpha_i)$. The energy as a function of the dipoles is
\begin{equation}
U=\sum_{i=A,B}\left(\frac{\mu_i^2}{2\alpha_i}-\boldsymbol\mu_i\cdot\mathbf E_i\right)
-\frac{\boldsymbol\mu_A\cdot\mathbf T\boldsymbol\mu_B}{4\pi\varepsilon_0},
\qquad
\mathbf T=\frac{3\mathbf n\mathbf n-\mathbf 1}{R^3}.
\label{U}
\end{equation}
The last term is the energy of one dipole in the field $\mathbf T\boldsymbol\mu/(4\pi\varepsilon_0)$ of the other, counted once. Setting the derivative with respect to $\boldsymbol\mu_A$ to zero gives
\begin{equation}
\boldsymbol\mu_A=\alpha_A\left(\mathbf E_A+\frac{\mathbf T\boldsymbol\mu_B}{4\pi\varepsilon_0}\right),
\end{equation}
and likewise for $B$. These are the self-consistent induction equations.

The tensor $\mathbf T$ has the eigenvalue $t=2/R^3$ along $\mathbf n$ and $t=-1/R^3$ for the two perpendicular directions, so (\ref{U}) separates into three independent problems. For one direction, define
\begin{equation}
m_i=\frac{\mu_i}{\sqrt{\alpha_i}},\qquad e_i=\sqrt{\alpha_i}\,E_i,\qquad
\tau=\sqrt{\alpha'_A\alpha'_B}\;t .
\end{equation}
The coupling term becomes $-\sqrt{\alpha_A\alpha_B}\,t\,m_Am_B/(4\pi\varepsilon_0)=-\tau m_Am_B$, and
\begin{equation}
U=\tfrac12(m_A^2+m_B^2)-m_Ae_A-m_Be_B-\tau m_Am_B .
\end{equation}
Now put $m_\pm=(m_A\pm m_B)/\sqrt2$ and $e_\pm=(e_A\pm e_B)/\sqrt2$. Since $m_A^2+m_B^2=m_+^2+m_-^2$ and $m_Am_B=\frac12(m_+^2-m_-^2)$,
\begin{equation}
U=\tfrac12(1-\tau)m_+^2+\tfrac12(1+\tau)m_-^2-m_+e_+-m_-e_- .
\label{modes}
\end{equation}
The stationary point is $m_\pm=e_\pm/(1\mp\tau)$. Inserting it gives
\begin{equation}
U=-\frac14\left[\frac{(e_A+e_B)^2}{1-\tau}+\frac{(e_A-e_B)^2}{1+\tau}\right].
\label{Umin}
\end{equation}
By (\ref{modes}), it is a minimum if and only if $|\tau|<1$ in every direction.

\subsection{Where and when the energy diverges}

Along the axis $\tau=g$, and across it $\tau=-g/2$. On approach the axial condition fails first, at $g=1$, which is (\ref{rc}). The stiffness $1-g$ of the mode with $m_A=m_B$ vanishes there: the energy gained by the attraction of two aligned dipoles equals the cost of creating them. For $R<R_c$ the stationary point is a saddle, and $U$ has no lower bound. For the axial direction, formula (\ref{Umin}) still returns a finite number, but it is not an induction energy.

The first term of (\ref{Umin}) diverges at $R_c$ if $e_A+e_B\ne0$, which is the condition stated at the outset. Consider two atoms of equal polarisability that carry charges. For charges $+q$ on $A$ and $-q$ on $B$, both fields point from $A$ to $B$, so $e_A+e_B\neq0$ and the energy diverges. For equal charges the fields are opposite, $e_A=-e_B$, and with field strength $E$
\begin{equation}
U=-\frac{\alpha E^2}{1+g},
\end{equation}
which is finite at $R_c$. The instability is still present, because any small field of the other symmetry excites it. A finite energy for one choice of fields therefore does not show that a model is stable.

Across the axis, $1+\tau=1-g/2$ vanishes at $R^6=\alpha'_A\alpha'_B$, a shorter distance. The transverse energy diverges there if $e_A\neq e_B$. The axial mode is already unstable at that point.

\subsection{Polarisability of the pair}

In a uniform field $F$ along one of the three directions, $e_i=\sqrt{\alpha_i}F$. The pair responds as one polarisable body with $U=-\frac12\alpha_{\rm pair}F^2$. With $S=\alpha_A+\alpha_B$ and $P=\sqrt{\alpha_A\alpha_B}$, (\ref{Umin}) gives
\begin{align}
\alpha_{\rm pair}
&=\frac12\left[\frac{S+2P}{1-\tau}+\frac{S-2P}{1+\tau}\right]\nonumber\\
&=\frac{(S+2P)(1+\tau)+(S-2P)(1-\tau)}{2(1-\tau^2)}
=\frac{S+2P\tau}{1-\tau^2}.
\label{pair}
\end{align}
For equal atoms $P=\alpha$ and $S=2\alpha$, so that
\begin{equation}
\alpha_{\rm pair}=\frac{2\alpha(1+\tau)}{1-\tau^2}=\frac{2\alpha}{1-\tau}.
\label{equal}
\end{equation}
Compared with two atoms that do not interact, the axial response and the energy are larger by $1/(1-g)$. This factor is 1.14 at $R=2R_c$, 1.42 at $1.5R_c$, 4.0 at $1.1R_c$ and 34 at $1.01R_c$. Close to the singularity $R=(1+\delta)R_c$ gives $g\approx1-3\delta$, and the factor grows as $1/(3\delta)$. The response of the point model thus grows large already before $R_c$ is reached.

\section{Smearing the dipole}

\subsection{Field of a smeared dipole}

Let $\rho(r)$ be a spherical cloud of unit total charge, and $\phi(r)$ its potential without the factor $1/(4\pi\varepsilon_0)$. Place a copy with charge $q$ at $\mathbf d/2$ and one with charge $-q$ at $-\mathbf d/2$, and let $\mathbf d\to0$ at fixed $\boldsymbol\mu=q\mathbf d$. The potential becomes
\begin{equation}
q\left[\phi(\mathbf r-\mathbf d/2)-\phi(\mathbf r+\mathbf d/2)\right]\to-\boldsymbol\mu\cdot\nabla\phi .
\end{equation}
The field is minus its gradient, $\nabla(\boldsymbol\mu\cdot\nabla\phi)=\mathbf T\boldsymbol\mu$, with $T_{ij}=\partial_i\partial_j\phi$. For a point charge $\phi=1/r$, and the tensor in (\ref{U}) is recovered.

For a spherical function $\partial_j\phi=\phi'n_j$, and $\partial_in_j=(\delta_{ij}-n_in_j)/r$. Hence
\begin{equation}
\mathbf T=\phi''\,\mathbf n\mathbf n+\frac{\phi'}{r}(\mathbf 1-\mathbf n\mathbf n).
\end{equation}
By Gauss's law the field of the cloud is that of the enclosed charge, $-\phi'=Q/r^2$, with $Q(r)=\int_0^r4\pi s^2\rho(s)\,ds$. One more derivative gives $\phi''=2Q/r^3-Q'/r^2$. The eigenvalues of $\mathbf T$ are therefore
\begin{equation}
t_\parallel=\frac{2Q-rQ'}{r^3},\qquad t_\perp=-\frac{Q}{r^3}.
\end{equation}
The form (\ref{damped}) has eigenvalues $(3\lambda_5-\lambda_3)/r^3$ and $-\lambda_3/r^3$. Matching the second gives $\lambda_3=Q$. The first then requires $3\lambda_5=3Q-rQ'$, which is the stated $\lambda_5$. Outside the cloud $Q=1$ and $Q'=0$, so both factors are one.

\subsection{Thole's choice of width}

In the energy (\ref{U}) the same $\mathbf T$ must describe the action of $A$ on $B$ and of $B$ on $A$. The cloud therefore belongs to the pair, and its width must be symmetric in the two atoms. Thole's model takes it proportional to
\begin{equation}
\ell=(\alpha'_A\alpha'_B)^{1/6}.
\end{equation}
This is a modelling assumption. Its merit is that, with $u=R/\ell$, the tensor scales as $\ell^{-3}$ while $\sqrt{\alpha'_A\alpha'_B}=\ell^3$. The coupling $\tau$ then depends on $u$ alone, and one shape function serves all pairs of atoms. In these units the point singularity lies at $u=4^{1/6}=1.26$. Equations (\ref{modes})--(\ref{equal}) hold unchanged with the damped $\tau$.

\subsection{Linear cloud}

Take $\rho=3(a-u)/(\pi a^4)$ for $u<a$ and zero beyond, and let $v=u/a$. For $v\le1$,
\begin{equation}
Q=\frac{12}{a^4}\int_0^u s^2(a-s)\,ds
=\frac{12}{a^4}\left(\frac{au^3}{3}-\frac{u^4}{4}\right)=4v^3-3v^4,
\end{equation}
which equals one at $v=1$, as it must. With $u\,dQ/du=v\,dQ/dv=12v^3-12v^4$,
\begin{equation}
\lambda_3=4v^3-3v^4,\qquad
\lambda_5=4v^3-3v^4-(4v^3-4v^4)=v^4 .
\end{equation}
Dividing by $u^3=a^3v^3$ gives the couplings inside the cloud,
\begin{equation}
\tau_\parallel=\frac{3\lambda_5-\lambda_3}{u^3}=\frac{6v-4}{a^3},\qquad
\tau_\perp=-\frac{\lambda_3}{u^3}=-\frac{4-3v}{a^3}.
\label{linear}
\end{equation}
Outside they are $2/u^3$ and $-1/u^3$.

The stability limit can now be read off. The axial coupling rises from $-4/a^3$ at the centre to $2/a^3$ at the edge and then falls. The transverse one goes from $-4/a^3$ to $-1/a^3$ at the edge and then to zero. For $u>0$ all magnitudes stay below $4/a^3$, a value approached as $u\to0$. The pair is stable at every $R>0$ if and only if
\begin{equation}
a^3\ge4,\qquad a\ge1.587 .
\end{equation}
A narrower cloud with $2<a^3<4$ removes the original axial singularity, since $2/a^3<1$, but leaves others inside the cloud: by (\ref{linear}), $\tau_\perp=-1$ at $v=(4-a^3)/3$ and $\tau_\parallel=-1$ at $v=(4-a^3)/6$. At smaller $v$ the coupling is $\tau<-1$, and the unstable mode has $m_A=-m_B$: there the field opposes the source dipole (across the axis for all $v$, along it only for $v<2/3$), so opposite dipoles lower the energy. For $a^3\le2$ the cloud ends at or inside $R_c$ and the singularity (\ref{rc}) is untouched.

\subsection{Exponential cloud}

Take $\rho=b^3e^{-bu}/(8\pi)$ and $x=bu$. Then
\begin{equation}
Q=\frac12\int_0^xs^2e^{-s}ds=1-\left(1+x+\frac{x^2}{2}\right)e^{-x},
\qquad u\frac{dQ}{du}=\frac{x^3e^{-x}}{2},
\end{equation}
so $\lambda_3=Q$ and $\lambda_5=Q-x^3e^{-x}/6$. Here the point field is approached gradually, without a sharp edge.

The couplings are $\tau_\perp=-b^3Q/x^3$ and $\tau_\parallel=b^3(2Q-\frac12x^3e^{-x})/x^3$. In the integral $e^{-x}<e^{-s}<1$, hence $x^3e^{-x}/6<Q<x^3/6$. The upper bound gives $|\tau_\perp|<b^3/6$, and the lower one gives $\tau_\parallel>-b^3e^{-x}/6$. To bound $\tau_\parallel$ from above, consider
\begin{equation}
D=\frac{x^3}{6}-2Q+\frac{x^3e^{-x}}{2},\qquad
D'=\frac{x^2}{2}\left[1+(1-x)e^{-x}\right].
\end{equation}
The function $(x-1)e^{-x}$ has its maximum $e^{-2}<1$ at $x=2$, so $D'>0$. Since $D(0)=0$, $D>0$ and $\tau_\parallel<b^3/6$. All magnitudes are thus below $b^3/6$ for $u>0$, and this value is approached as $u\to0$. Stability at every $R>0$ requires $b^3\le6$, that is $b\le1.817$.

\section{Comparison}

The linear cloud with the round width $a=1.7$ satisfies the stability condition. At $u=1.26$, where the point coupling is 1, its axial coupling is 0.091.

For N$_2$, $\ell=(1.054)^{1/3}=1.018$~\AA{} and $R=1.077$~\AA, so $u=1.058$ and $v=0.622$. With $a^3=4.913$, (\ref{linear}) gives
\begin{equation}
\tau_\parallel=\frac{3.73-4}{4.913}=-0.054,\qquad
\tau_\perp=-\frac{4-1.87}{4.913}=-0.434 .
\end{equation}
The two free atoms together have 2.108~\AA$^3$. By (\ref{equal}) the molecule has $2.108/1.054=2.00$~\AA$^3$ along the axis and $2.108/1.434=1.47$~\AA$^3$ across it. The point model has $g=1.69$ here and returns $2.108/(1-1.69)\approx-3.1$~\AA$^3$ along the axis. A negative value can arise only at a saddle; a positive one does not prove stability, as H$_2$ shows below.

The same calculation for four pairs gives the following, with lengths in \AA{} and axial polarisability volumes in \AA$^3$:
\begin{center}
\begin{tabular}{lccccc}
Pair & $R_c$ & Bond & $g^2$ at bond & Point & Thole\\
H--H & 1.10 & 0.75 & 10.0 & $-0.61$ & 1.11\\
N--H & 1.19 & 1.03 & 2.3 & $-3.2$ & 1.67\\
N--N & 1.28 & 1.08 & 2.8 & $-3.1$ & 2.00\\
P--P & 1.96 & 1.87 & 1.3 & $-48$ & 7.9
\end{tabular}
\end{center}
All four bonds are shorter than $R_c$. The point value for P--P is about 16 times that for N--N in size. By (\ref{equal}), a factor 3.6 comes from the larger atomic polarisability, and a factor 4.4 from $1/(1-g)$, because the bond length is only 5\% below $R_c$. The cc-pVDZ bond lengths are 0.009 to 0.015~\AA{} longer than those in the def2-TZVP basis. All four stay below $R_c$, but close to the pole the shift matters: with these shorter bonds and the larger-basis polarisabilities, the point values become $-40$ for P--P and $-2.8$ for N--N, a ratio of 14.

Finite-field Hartree--Fock calculations on the molecules, in the same basis as for the atoms, provide a reference. For N$_2$ they give 2.16~\AA$^3$ along the axis and 1.43~\AA$^3$ across it. The Thole values deviate from these by $-7\%$ and $+3\%$. For H$_2$ the reference is 0.97 and 0.69~\AA$^3$, and the Thole values 1.11 and 0.88~\AA$^3$ are too high by 14\% and 27\%; with added diffuse functions and the def2-TZVP bond length of 0.735~\AA{} these errors become 17\% and 30\%. In both molecules the model correctly makes the axial polarisability the larger one. No reference is given here for NH and P$_2$, so the errors quoted should not be carried over to them.

Two details limit what can be concluded. Across the H$_2$ axis the point formula returns 0.51~\AA$^3$, but the bond is shorter than the transverse singular distance $(\alpha')^{1/3}=0.87$~\AA, so $\tau=-g/2=-1.58$ and this positive number also belongs to a saddle. Damping restores a minimum, yet its error remains large and depends on the width: by (\ref{linear}) and (\ref{equal}) it is 27\% for $a=1.7$ and 21\% for $a=1.6$. Along the N$_2$ axis at $R=1.077$~\AA, Hartree--Fock theory gives slightly more than the sum of the atoms (by 0.05~\AA$^3$, or 0.03~\AA$^3$ with added diffuse functions) and the model gives less; so small a margin is shown for this bond length only. The model uses free-atom polarisabilities and has no flow of charge between atoms; that these omissions cause the remaining errors is plausible, but was not tested.

At 3~\AA{} all four pairs lie outside their clouds, whose edges $a\ell$ are between 1.5 and 2.6~\AA, so the linear model leaves the point result unchanged. The coupling $g$ is then 0.08 for N--N and 0.28 for P--P. For two phosphorus atoms 3~\AA{} is a close approach, shorter than the 3.11~\AA{} sum of their sphere radii; at 3.6~\AA{} $g$ is still 0.16, which raises the axial response of the point model by 19\%. Within this model, mutual induction between non-bonded atoms of large polarisability can therefore be appreciable without being near the singularity. No reference is given for atom pairs at these distances, so the 19\% is a model estimate only.

The numerical check checks the singular distances, the damping factors and both stability limits numerically.

\section*{Computed results}
\begin{verbatim}
Point model: R/R_c and axial energy enhancement, equal atoms, uniform field
  R/R_c = 2.00: enhancement = 1.143
  R/R_c = 1.50: enhancement = 1.421
  R/R_c = 1.10: enhancement = 4.021
  R/R_c = 1.01: enhancement = 34.002
Smallest safe linear width a = 1.5874
Largest safe exponential decay b = 1.8171
Chosen linear width a = 1.7
Scaled distance u at R_c = 1.2599
Scaled axial coupling at R_c, point = 1.0000
Scaled axial coupling at R_c, Thole = 0.0909
Finite field = 0.002 atomic units
H atom: alpha' = 0.663 A^3, alpha = 7.381e-41 C m^2/V, sphere radius = 0.872 A
N atom: alpha' = 1.054 A^3, alpha = 1.173e-40 C m^2/V, sphere radius = 1.018 A
P atom: alpha' = 3.761 A^3, alpha = 4.185e-40 C m^2/V, sphere radius = 1.555 A
H-H: R_c = 1.099 A, HF bond length = 0.748 A, cloud edge = 1.483 A
H-H: round-trip gain at 3.0 A = 2.41e-03, at the bond length = 10.048
H-H: point model axial, transverse = -0.611, 0.513 A^3
H-H: Thole model axial, transverse = 1.107, 0.881 A^3
H-H: Hartree-Fock axial, transverse = 0.970, 0.693 A^3
H-H: Thole error axial, transverse = 14.2, 27.1 percent
N-H: R_c = 1.187 A, HF bond length = 1.031 A, cloud edge = 1.602 A
N-H: round-trip gain at 3.0 A = 3.84e-03, at the bond length = 2.324
N-H: point model axial, transverse = -3.223, 1.057 A^3
N-H: Thole model axial, transverse = 1.672, 1.232 A^3
N-N: R_c = 1.282 A, HF bond length = 1.077 A, cloud edge = 1.730 A
N-N: round-trip gain at 3.0 A = 6.10e-03, at the bond length = 2.842
N-N: point model axial, transverse = -3.074, 1.144 A^3
N-N: Thole model axial, transverse = 2.001, 1.470 A^3
N-N: Hartree-Fock axial, transverse = 2.157, 1.426 A^3
N-N: Thole error axial, transverse = -7.2, 3.1 percent
P-P: R_c = 1.959 A, HF bond length = 1.867 A, cloud edge = 2.644 A
P-P: round-trip gain at 3.0 A = 7.76e-02, at the bond length = 1.335
P-P: point model axial, transverse = -48.441, 4.768 A^3
P-P: Thole model axial, transverse = 7.905, 5.440 A^3
\end{verbatim}
